# When adsorption must rise with chemical potential, and when it need not, part 2

Does adsorption always rise with the adsorbate chemical potential \(\mu\)? A flat, inert surface of area \(A\) at temperature \(T\) has a layer of fixed thickness \(t\) holding \(N\) molecules, in equilibrium with gas at pressure \(p\) and number density \(\rho\). Interactions between the layer and the gas beyond it are neglected. Energies are in eV and lengths in nm; \(k\) is Boltzmann's constant, and the zero of \(\mu\) is free.

The layer's Helmholtz free energy per area, relative to the clean surface, is \(f(n)\), with \(n=N/A\). It does not depend on \(\mu\) and may have any shape. Equilibrium minimises \(f(n)-\mu n\), and the minimum is \(\gamma(\mu)\). For minimisers \(n_1\), \(n_2\) at \(\mu_1\), \(\mu_2\),

\[
(\mu_2-\mu_1)(n_2-n_1)\ge 0. \tag{3}
\]

The adsorbed amount is

\[
\Gamma=-\frac{d\gamma}{d\mu}\qquad(T\ \text{fixed}). \tag{4}
\]

Summing over \(N\), with \(\Xi=\sum_N e^{-F(N)/kT}e^{\mu N/kT}\), \(F=Af\) and \(\gamma=-\frac{kT}{A}\ln\Xi\), gives

\[
\frac{d\Gamma}{d\mu}=\frac{\langle N^2\rangle-\langle N\rangle^2}{A\,kT}
=\frac{{\rm Var}(N)}{A\,kT}\ge0. \tag{5}
\]

So \(\Gamma\) cannot fall as \(\mu\) rises. The Gibbs excess subtracts the gas that would fill the layer's volume:

\[
\Gamma_G=-\frac{d\gamma_G}{d\mu}=\Gamma-\rho t, \tag{7}
\]

where \(\gamma_G=\gamma+pt\). It can fall. For an ideal gas it rises only if

\[
kT\frac{d\Gamma}{d\mu}>\rho t. \tag{9}
\]

In lattice models there are \(n_s\) sites per area, with coverage \(\theta=\Gamma/n_s\), adsorption free energy \(g\), and energy \(w\) per occupied neighbour pair.

The closing table also lists two earlier checks at 450 K. One tested (4) and (5) on a periodic 16-site square lattice. The other was a mean-field layer with \(g=0.05\) eV and \(w=-0.08\) eV, whose coverage jumps upward at equilibrium. Its unstable branch, where coverage falls with \(\mu\), is a false root: a local maximum of the free energy being minimised.

### An exactly solvable fall

A lattice fluid shows that the failure is real and not a product of approximation. Its molecules interact only by excluding one another from a site. Sites in the first layer bind a molecule with extra energy \(\varepsilon\), and all other sites are identical to the bulk fluid. Choose the zero of \(\mu\) so that an occupied bulk site has weight \(z=e^{\mu/kT}\). A first-layer site then has weight \(bz\), with \(b=e^{\varepsilon/kT}\). The occupations are

\[
\theta_s=\frac{bz}{1+bz},\qquad \theta_b=\frac{z}{1+z}.
\]

Sites beyond the first layer cancel in the excess. The excess per surface site is

\[
X=\theta_s-\theta_b=\frac{bz(1+z)-z(1+bz)}{(1+bz)(1+z)}
=\frac{b-1}{1/z+bz+1+b}.
\]

The last form follows by cancelling \(bz^2\) in the numerator and dividing numerator and denominator by \(z\). For \(\varepsilon>0\) the numerator is positive and constant, so \(X\) is largest where \(1/z+bz\) is smallest. Setting the derivative \(-1/z^2+b\) to zero gives \(z=b^{-1/2}\), or \(\mu=-\varepsilon/2\). There \(1/z+bz=2\sqrt b\), and the denominator is \((\sqrt b+1)^2\). Since \(b-1=(\sqrt b-1)(\sqrt b+1)\),

\[
X_{\max}=\frac{\sqrt b-1}{\sqrt b+1}=\tanh\frac{\varepsilon}{4kT}. \tag{10}
\]

For \(\varepsilon=0.10\) eV and \(kT=0.03878\) eV, the peak is at \(\mu=-0.050\) eV with height \(\tanh(0.645)=0.568\). The excess is 0.1955 at \(\mu=0.05\) eV and 0.0189 at 0.15 eV. Throughout this fall \(\theta_s\) keeps rising. The first layer is already 78 per cent full at the peak, so it has little room left, and the bulk fluid catches up.

For this weak binding the fluid is dense when the excess turns over. In general the bulk occupation at the peak is \(1/(1+\sqrt b)\), only 0.16 per cent for \(\varepsilon=0.5\) eV, so the turnover itself does not need a dense fluid. A sizeable fall does: for \(\varepsilon=0.5\) eV the excess drops by 5 per cent only when about 5 per cent of bulk sites are occupied. Return to \(\varepsilon=0.10\) eV. At the peak \(z=e^{-0.050/0.03878}=0.275\), so 22 per cent of bulk sites are occupied. A test summed over all occupation patterns of an eight-site column, with and without the bound first site. It reproduced the peak position to within \(10^{-5}\) eV and the height to within \(10^{-9}\).

### Ammonia on a surface at 450 K

The example is reversible molecular adsorption during an ammonia exposure, from 0.01 to 10 Torr. The parameters are round and rough: \(n_s=5\) nm\(^{-2}\), \(t=0.3\) nm, \(g=0.05\) eV and \(w=-0.02\) eV. The zero of \(\mu\) is ideal gas at 1 Torr and the same temperature. Integrating \(d\mu=dp/\rho=kT\,dp/p\) gives

\[
\mu=kT\ln(p/1\ {\rm Torr}).
\]

At 0.01 Torr this is \(0.03878\times(-4.605)=-0.179\) eV.

Neighbour correlations are kept by using a long strip of square lattice, eight sites wide and periodic across its width. Let row pattern \(a\) have \(N_a\) molecules and \(P_a\) occupied pairs within the row, and let \(C_{ab}\) count the occupied pairs between adjacent rows \(a\) and \(b\). Define

\[
E_a=(g-\mu)N_a+wP_a,\qquad
M_{ab}=\exp\!\left[-\frac{E_a/2+E_b/2+wC_{ab}}{kT}\right].
\]

In a closed strip of \(R\) rows, each row belongs to two factors of \(M\), so its energy is counted once in full. Summing over all rows gives \(\Xi={\rm Tr}\,M^R\), which is the sum of the \(R\)th powers of the eigenvalues. All entries of \(M\) are positive, so one eigenvalue \(\lambda\) exceeds all others in magnitude and dominates for large \(R\). With width \(L=8\),

\[
\gamma=-\frac{n_skT}{L}\ln\lambda .
\]

The coverage needs \(d\lambda/d\mu\). For a symmetric matrix with normalised eigenvector \(v\), this is \(\sum_{ab}v_av_b\,dM_{ab}/d\mu\), because the terms from the change of \(v\) cancel by normalisation. Here \(dM_{ab}/d\mu=(N_a+N_b)M_{ab}/(2kT)\). Using \(\sum_bM_{ab}v_b=\lambda v_a\) gives \(d\lambda/d\mu=(\lambda/kT)\sum_av_a^2N_a\), hence \(\theta=\sum_av_a^2N_a/L\).

| \(p\) (Torr) | \(\Gamma\) (nm\(^{-2}\)) | \(d\Gamma/d\mu\) (nm\(^{-2}\) eV\(^{-1}\)) | \(\gamma\) (meV nm\(^{-2}\)) |
|---:|---:|---:|---:|
| 0.01 | 0.0138 | 0.358 | −0.535 |
| 0.1 | 0.144 | 3.89 | −5.47 |
| 1 | 1.93 | 54.2 | −65.6 |
| 10 | 4.75 | 6.91 | −406 |

Widening the strip to ten sites changed the coverage at 1 Torr by \(3.8\times10^{-8}\).

The amount rises throughout the table, while its slope first grows and then shrinks. Monotonic adsorption does not require a monotonic slope. At 0.01 Torr the layer is dilute, and \(\theta\approx0.01\,e^{-0.05/0.03878}=0.00275\), close to the computed 0.00277. At 1 Torr, where \(\theta=0.385\), independent sites with the same coverage would have slope \(5\times0.385\times0.615/0.03878=30.5\) nm\(^{-2}\) eV\(^{-1}\). The computed 54.2 is larger. By equation (5) the difference is the sum of the covariances between occupations of different sites, divided by \(A\,kT\). That sum is positive here. At 10 Torr few vacancies remain and the slope is small.

From 0.01 to 10 Torr \(\gamma\) falls by 405 meV nm\(^{-2}\), or 65 mJ m\(^{-2}\). Integrating \(\Gamma\) over \(\mu\) gives the same fall, as equation (4) requires. The two calculations were tested to agree within a relative \(10^{-7}\).

### How safe is the rule for the excess?

At 10 Torr the gas density is \(p/kT=2.15\times10^{-4}\) nm\(^{-3}\), so \(\rho t=6.4\times10^{-5}\) nm\(^{-2}\). This is about \(1.4\times10^{-5}\) of \(\Gamma\). Condition (9) compares slopes, and there the gas term is \(2.4\times10^{-4}\) of the layer term. At this pressure the two kinds of adsorption are interchangeable for practical purposes.

The one-layer model does turn over eventually. Near saturation, removing one molecule costs \(\mu-g-4w\), because it breaks four attractive pairs. The vacancy fraction is then \(e^{(g+4w)/kT}/p=0.461/p\), with \(p\) in Torr. Rare, independent vacancies have a variance equal to their mean number, so \(kT\,d\Gamma/d\mu=5\times0.461/p\). The gas term is \(6.44\times10^{-6}p\). Equating them gives \(p^2=2.31/(6.44\times10^{-6})\), or \(p\approx600\) Torr, in agreement with the numerical root at 599 Torr.

That pressure is not a prediction for ammonia, because a second layer has been left out. Represent it by independent cells of volume \(t/n_s=0.06\) nm\(^3\), each bound by a rough 0.10 eV. The occupied-to-empty ratio of a cell is \(y=\rho(t/n_s)e^{0.10/kT}\), and the layer contributes \(n_sy/(1+y)^2\) to \(kT\,d\Gamma/d\mu\). At 599 Torr this is 0.050 nm\(^{-2}\), against 0.0039 from the first layer and 0.0077 for gas displaced from both layers. The excess is still rising, so the turnover found with one layer is removed at that pressure. How far it moves depends on the assumed binding: to about 1000 Torr for 0.02 eV, and to about \(9\times10^4\) Torr for 0.10 eV, where the gas is no longer ideal and the model does not apply. At 10 Torr the second layer holds \(8.5\times10^{-4}\) nm\(^{-2}\), which is negligible beside the first.

### Comparison with a real exposure

The example is meant to resemble an ammonia exposure in atomic layer deposition. Ammonia is above its critical temperature of roughly 400 K, so no bulk liquid condenses. With a rough second virial coefficient of \(-100\) cm\(^3\)/mol, gas non-ideality shifts \(\mu\) by only \(-1.4\times10^{-6}\) eV at 10 Torr. The adsorption free energy matters far more. It enters the model only through \(\mu-g\), so an error of 0.05 eV in \(g\) moves the whole isotherm in pressure by a factor of 3.6. The pair energy matters as well, and its sign is an assumption here. With a repulsion of \(w=+0.02\) eV instead of the attraction, \(\Gamma\) at 1 Torr would be 0.85 instead of 1.93 nm\(^{-2}\). A spread of site energies broadens the isotherm but does not break the rule, since \(f\) may have any shape.

The assumption most seriously broken is reversibility. Deposition relies on reactions whose products stay when the gas is removed. In the model, lowering the pressure from 1 to 0.01 Torr reduces \(\Gamma\) from 1.93 to 0.014 nm\(^{-2}\); irreversibly bound species would remain, so the equilibrium value could be wrong by nearly the whole amount. The model applies to the reversible part alone.

Even that part needs time. Kinetic theory gives an arrival rate of \(p/\sqrt{2\pi mkT}=4.0\times10^4\) nm\(^{-2}\) s\(^{-1}\) at 0.01 Torr, where \(m\) is the molecular mass. With an assumed sticking probability of \(10^{-3}\), about 40 molecules per nm\(^2\) stick each second. The equilibrium amount at this pressure is only 0.0138 nm\(^{-2}\), so supplying it takes at least \(0.0138/40\) s, or about 0.3 ms. This is a lower bound, because molecules also desorb while the layer fills: with Langmuir kinetics an initially clean surface holds 63 per cent of the equilibrium amount after 0.35 ms and 95 per cent after about 1 ms. A shorter pulse on a clean surface cannot reach equilibrium, and data from it should not be used to test the rule. A smaller sticking probability lengthens this time in proportion.

Fixed temperature is equally necessary. Suppose the adsorption enthalpy is a rough \(-0.70\) eV and, like the entropy and \(w\), does not change over 10 K. The entropy of adsorption is \((-0.70-0.05)/450=-1.667\times10^{-3}\) eV K\(^{-1}\), so at 460 K \(g=-0.70+460\times1.667\times10^{-3}=0.067\) eV. Raising the pressure from 1.0 to 1.1 Torr while the surface and the gas warm from 450 to 460 K lowers the coverage from 0.39 to 0.27. The pressure went up and the amount went down, without any conflict with equation (3), which compares states at one temperature.

The rule for code carries the conditions of the proof: fixed \(T\), full equilibrium, fixed chemical potentials of any other species, and negligible interaction between the layer and the gas beyond it. Under these conditions a fall in \(\Gamma\) signals a fault in the calculation, such as a false root, an incomplete minimisation, a layer free energy that depends on \(\mu\), or sampling noise. A fall in \(\Gamma_G\) signals the same only where \(d\Gamma/d\mu\) is known to exceed \(t\,d\rho/d\mu\), which for an ideal gas is condition (9). The remaining figures are in the numerical output.

## Table of computed values

```
temperature 450 K, kT = 0.03878 eV
site density 5.0 nm^-2, layer thickness 0.3 nm
adsorption free energy at 1 Torr 0.050 eV, pair energy -0.020 eV
4x4 lattice, all states, pair energies -0.08, -0.02, 0.06 eV:
  largest relative error, Gamma = <N>/A: 5.0e-06
  largest relative error, slope = Var/(A kT): 2.5e-04
mean-field layer with pair energy -0.08 eV:
  jump at mu = -0.110 eV
  coverage jumps from 0.0185 to 0.9815
  unstable branch, dtheta/dmu at 0.5 = -6.06 eV^-1
lattice fluid, first layer bound by 0.10 eV:
  excess per site peaks at mu = -0.0500 eV
  peak excess per site = 0.5681
  excess per site at mu = -0.15 eV: 0.1955
  excess per site at mu = 0.05 eV: 0.1955
  excess per site at mu = 0.15 eV: 0.0189
worked example, infinite strip 8 sites wide:
p (Torr) | mu (eV) | coverage | Gamma (nm^-2) | dGamma/dmu (nm^-2 eV^-1) | gamma-gamma_clean (meV nm^-2)
    0.01 |  -0.1786 | 0.00277 | 0.0138 | 0.358 | -0.535
    0.10 |  -0.0893 | 0.02885 | 0.1443 | 3.892 | -5.467
    1.00 |   0.0000 | 0.38539 | 1.9269 | 54.231 | -65.568
   10.00 |   0.0893 | 0.95016 | 4.7508 | 6.915 | -405.750
coverage change, strip width 8 to 10, at 1 Torr: 3.8e-08
fall of gamma, 0.01 to 10 Torr: 405.215 meV nm^-2
  same from integral of Gamma dmu: 405.215 meV nm^-2
  same fall converted: 64.92 mJ m^-2
neglected effects:
  gas subtracted in Gibbs excess at 10 Torr: 6.44e-05 nm^-2
  gas term / layer term in slope at 10 Torr: 2.40e-04
  one-layer Gibbs excess would peak at 599 Torr
  there, kT*slope of first layer: 0.00386 nm^-2
  there, kT*slope of second layer: 0.04984 nm^-2
  there, gas term for two layers: 0.00772 nm^-2
  second-layer binding assumed (rough): 0.10 eV
  second-layer amount at 10 Torr: 8.48e-04 nm^-2
  second virial coefficient (rough): -100 cm^3/mol
  non-ideal shift of mu at 10 Torr: -1.4e-06 eV
  pressure factor for 0.05 eV error in g: 3.63
  arrival rate at 0.01 Torr: 4.013e+04 nm^-2 s^-1
  time to supply a full layer, sticking 1e-03: 0.125 s
  adsorption enthalpy assumed (rough): -0.70 eV
  g at 460 K: 0.0667 eV
  coverage at 450 K, 1.0 Torr: 0.3854
  coverage at 460 K, 1.1 Torr: 0.2695
```
